# Examination question: the fine-structure interval of hydrogen 2P

Use $\hbar=c=1$. The electron has mass $m$, charge $q$ and moment anomaly $a$. The proton is a point charge of mass $M$, and the potential energy is $V=-\alpha/r$. The proton spin is ignored, so each level stands for the centroid of its hyperfine components. Write $x=m/M$, $\mu=m/(1+x)$, $\mathbf s=\boldsymbol\sigma/2$ and $\Delta E=E(2P_{3/2})-E(2P_{1/2})$. The Dirac matrices have $\boldsymbol\sigma$ in both off-diagonal blocks of $\boldsymbol\alpha$, $\beta=\mathrm{diag}(1,-1)$ and $\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)$.

Data: $1/\alpha=137.035999$, $mc^2/h=1.235590\times10^{11}$ GHz, $a=0.00115965$, $x=5.446170\times10^{-4}$.

## Part (a)

*For $M\to\infty$ and $a=0$, solve $(\boldsymbol\alpha\cdot\mathbf p+\beta m+V)\psi=E\psi$ for the two levels and expand $\Delta E$ through order $m\alpha^6$.*

**Answer.** The rule $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)$ gives $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=-ir\partial_r+i\boldsymbol\sigma\cdot\mathbf L$. Multiplying the second by $\boldsymbol\sigma\cdot\hat{\mathbf r}/r$,
$$\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$
Squaring $\mathbf J=\mathbf L+\mathbf s$ gives $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. Label the spin-angular functions $\Omega_\kappa$ by $\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)$, so that $\kappa=-(j+\tfrac12)$ for $l=j-\tfrac12$ and $\kappa=j+\tfrac12$ for $l=j+\tfrac12$. For $l=1$, $j=\tfrac32$ has $\boldsymbol\sigma\cdot\mathbf L=1$, $\kappa=-2$, and $j=\tfrac12$ has $\boldsymbol\sigma\cdot\mathbf L=-2$, $\kappa=1$. The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, reverses parity and squares to one, so it exchanges $\Omega_\kappa$ and $\Omega_{-\kappa}$; phases are chosen so that $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\pm\kappa}=-\Omega_{\mp\kappa}$.

Take upper spinor $\varphi=G\,\Omega_\kappa/r$ and lower spinor $\chi=iF\,\Omega_{-\kappa}/r$. With $\partial_r(G/r)=(G'-G/r)/r$,
$$\boldsymbol\sigma\cdot\mathbf p\,\varphi=\frac{i}{r}\left(G'+\frac{\kappa G}{r}\right)\Omega_{-\kappa},\qquad \boldsymbol\sigma\cdot\mathbf p\,\chi=-\frac1r\left(F'-\frac{\kappa F}{r}\right)\Omega_\kappa .$$
The block equations $\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E+m-V)\chi$ and $\boldsymbol\sigma\cdot\mathbf p\,\chi=(E-m-V)\varphi$ become
$$G'=-\frac{\kappa}{r}G+\left(E+m+\frac\alpha r\right)F,\qquad F'=\frac\kappa rF-\left(E-m+\frac\alpha r\right)G .$$
Insert $G=e^{-\lambda r}\sum_k g_kr^{\gamma+k}$, $F=e^{-\lambda r}\sum_k f_kr^{\gamma+k}$ with $\lambda=\sqrt{m^2-E^2}$, and collect $r^{\gamma+k-1}$:
$$(\gamma+k+\kappa)g_k-\alpha f_k=\lambda g_{k-1}+(E+m)f_{k-1},$$
$$(\gamma+k-\kappa)f_k+\alpha g_k=\lambda f_{k-1}+(m-E)g_{k-1}.$$
For $k=0$ the right sides vanish, and a nonzero solution needs $\gamma^2-\kappa^2+\alpha^2=0$; the positive root $\gamma=\sqrt{\kappa^2-\alpha^2}$ is normalizable at the origin. Because $\lambda^2=(m-E)(m+E)$, $\lambda$ times the first right side equals $(E+m)$ times the second, so for every $k$
$$\lambda\left[(\gamma+k+\kappa)g_k-\alpha f_k\right]=(E+m)\left[(\gamma+k-\kappa)f_k+\alpha g_k\right].$$
At large $k$ this reads $\lambda g_k\approx(E+m)f_k$, and the first recursion gives $g_k\approx2\lambda g_{k-1}/k$, the series of $e^{2\lambda r}$. A bound state needs the series to stop at some $k=N$, which requires $f_N=-\lambda g_N/(E+m)$. Putting this in the last relation,
$$\lambda(\gamma+N+\kappa)+\alpha(m-E)=-\lambda(\gamma+N-\kappa)+\alpha(E+m),$$
so $\lambda(N+\gamma)=\alpha E$, and squaring,
$$E=m\left[1+\frac{\alpha^2}{(N+\gamma)^2}\right]^{-1/2}.$$
For $N=0$ the ratio $f_0/g_0=(\gamma+\kappa)/\alpha$ must be negative, which allows only $\kappa<0$. As $\alpha\to0$, $E\approx m-m\alpha^2/2(N+|\kappa|)^2$, so the principal quantum number is $N+|\kappa|$.

For $2P_{3/2}$, $N=0$ and $\gamma^2+\alpha^2=4$, so $E/m=\gamma/2=\sqrt{1-\alpha^2/4}$. For $2P_{1/2}$, $N=1$ and $(1+\gamma)^2+\alpha^2=2(1+\gamma)$, so $E/m=\sqrt{(1+\gamma)/2}$ with $\gamma=\sqrt{1-\alpha^2}$. Use $\sqrt{1-y}=1-y/2-y^2/8-y^3/16-\dots$. The first level has $y=\alpha^2/4$. The second has $y=(1-\gamma)/2=\alpha^2/4+\alpha^4/16+\alpha^6/32$, hence $y^2=\alpha^4/16+\alpha^6/32$ and $y^3=\alpha^6/64$ to this order; its $\alpha^4$ coefficient is $-\tfrac1{32}-\tfrac1{128}$ and its $\alpha^6$ coefficient $-\tfrac1{64}-\tfrac1{256}-\tfrac1{1024}$. Thus
$$\frac{E_{3/2}}{m}=1-\frac{\alpha^2}{8}-\frac{\alpha^4}{128}-\frac{\alpha^6}{1024},\qquad\frac{E_{1/2}}{m}=1-\frac{\alpha^2}{8}-\frac{5\alpha^4}{128}-\frac{21\alpha^6}{1024},$$
$$\Delta E=\frac{4m\alpha^4}{128}+\frac{20m\alpha^6}{1024}=\frac{m\alpha^4}{32}\left(1+\frac{5\alpha^2}{8}\right).$$
With $\alpha^4=2.835707\times10^{-9}$, the leading term is $\nu_0=1.235590\times10^{11}\times2.835707\times10^{-9}/32=10.949284$ GHz (last digit from unrounded constants), or 10.95 GHz. With $\alpha^2=5.325135\times10^{-5}$, $5\alpha^2/8=3.3282\times10^{-5}$ adds 0.000364 GHz, for 10.949648 GHz.

## Part (b)

*Eliminate the lower spinor and identify the operator that produces the leading term of (a). Evaluate $\langle r^{-3}\rangle$ for a 2P state whose Schrödinger equation has a general mass $\mu$.*

**Answer.** Set $E=m+\epsilon$. Then $\chi=(2m+\epsilon-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\varphi$. Since $\epsilon$ and $V$ are of order $m\alpha^2$ over the atom, expand $(2m+\epsilon-V)^{-1}\approx 1/2m+(V-\epsilon)/4m^2$:
$$\left[\frac{p^2}{2m}+V+\frac{\boldsymbol\sigma\cdot\mathbf p\,(V-\epsilon)\,\boldsymbol\sigma\cdot\mathbf p}{4m^2}\right]\varphi=\epsilon\varphi .$$
The expansion fails at $r\lesssim\alpha/m$, where $|V|\gtrsim m$; agreement with (a) below shows that this region does not enter at order $m\alpha^4$. The last term is already of that order, so it is taken in first-order perturbation theory with $\epsilon$ at its Schrödinger value. Using $\sigma_i\sigma_j=\delta_{ij}+i\varepsilon_{ijk}\sigma_k$, $p_iV=Vp_i-i\partial_iV$ and $\varepsilon_{ijk}p_ip_j=0$,
$$\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot V\mathbf p+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=\mathbf p\cdot V\mathbf p+\frac{V'}{r}\boldsymbol\sigma\cdot\mathbf L .$$
The terms $\mathbf p\cdot V\mathbf p$ and $\epsilon p^2$ are orbital scalars. Both levels have $l=1$ and the same radial function, so these terms cancel in $\Delta E$. With $V'=\alpha/r^2$ and $\boldsymbol\sigma=2\mathbf s$ there remains the spin-orbit coupling
$$H_{so}=\frac{1}{2m^2}\frac{\alpha}{r^3}\,\mathbf L\cdot\mathbf s ,$$
and $\mathbf L\cdot\mathbf s=+\tfrac12$ for $j=\tfrac32$, $-1$ for $j=\tfrac12$, a difference of $\tfrac32$.

The $l=1$ radial equation is $-G''/2\mu+G/\mu r^2-\alpha G/r=\epsilon G$. For $G=r^2e^{-br}$, $G''=(2/r^2-4b/r+b^2)G$. The $1/r^2$ terms cancel, the $1/r$ terms require $b=\mu\alpha/2$, and $\epsilon=-b^2/2\mu=-\mu\alpha^2/8$, the $n=2$ energy. From $\int_0^\infty r^ke^{-cr}dr=k!/c^{k+1}$ with $c=\mu\alpha$,
$$\langle r^{-3}\rangle=\frac{\int r\,e^{-cr}dr}{\int r^4e^{-cr}dr}=\frac{c^{-2}}{24\,c^{-5}}=\frac{(\mu\alpha)^3}{24}.$$
For $\mu=m$, $\Delta E=\frac{\alpha}{2m^2}\cdot\frac32\cdot\frac{(m\alpha)^3}{24}=\frac{m\alpha^4}{32}$, as in (a).

## Part (c)

*The anomaly enters through the Pauli term $H_P=\beta\,(aq/4m)\,\sigma^{\mu\nu}F_{\mu\nu}$, with $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$, $\gamma^0=\beta$, $\gamma^i=\beta\alpha_i$. Find the $g$-factor and the new spin-orbit coefficient for $M\to\infty$.*

**Answer.** From $\beta^2=1$ and $\beta\alpha_i=-\alpha_i\beta$: $\sigma^{0i}=i\gamma^0\gamma^i=i\alpha_i$, and $\gamma^i\gamma^j=-\alpha_i\alpha_j=-\delta_{ij}-i\varepsilon_{ijk}\Sigma_k$ gives $\sigma^{ij}=\varepsilon_{ijk}\Sigma_k$. With metric $(+,-,-,-)$, $A_\mu=(\phi,-\mathbf A)$ and $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$, so $F_{0i}=-\partial_tA^i-\partial_i\phi=E_i$ and $F_{ij}=-\varepsilon_{ijk}B_k$. The $0i$ and $i0$ terms are equal, and $\varepsilon_{ijk}\varepsilon_{ijl}=2\delta_{kl}$, so
$$H_P=\frac{aq}{2m}\left(i\beta\,\boldsymbol\alpha\cdot\mathbf E-\beta\,\boldsymbol\Sigma\cdot\mathbf B\right).$$

In a magnetic field $\mathbf p\to\boldsymbol\pi=\mathbf p-q\mathbf A$. The commutator $[\pi_i,\pi_j]=iq(\partial_iA_j-\partial_jA_i)$ means $\boldsymbol\pi\times\boldsymbol\pi=iq\mathbf B$, so $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2-q\boldsymbol\sigma\cdot\mathbf B$. The leading term of the elimination, $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2/2m$, thus contains $-(q/2m)\boldsymbol\sigma\cdot\mathbf B$, and the upper block of $H_P$ adds $a$ times the same. The total is $-(gq/2m)\,\mathbf s\cdot\mathbf B$ with $g=2(1+a)$.

In the Coulomb field $q\mathbf E=-V'\hat{\mathbf r}$, so $H_P=-i\beta\,\boldsymbol\alpha\cdot\mathbf W$ with $\mathbf W=w\hat{\mathbf r}$, $w=aV'/2m$. The matrix $\beta\boldsymbol\alpha$ has $+\boldsymbol\sigma$ upper right and $-\boldsymbol\sigma$ lower left, so these blocks of the Hamiltonian become $\boldsymbol\sigma\cdot(\mathbf p-i\mathbf W)$ and $\boldsymbol\sigma\cdot(\mathbf p+i\mathbf W)$. Their product replaces $p^2$:
$$p^2+w^2+i\left[(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf W)-(\boldsymbol\sigma\cdot\mathbf W)(\boldsymbol\sigma\cdot\mathbf p)\right].$$
As operators, $\mathbf p\cdot\mathbf W=\mathbf W\cdot\mathbf p-i\nabla\cdot\mathbf W$, and $\mathbf p\times\mathbf W=-\mathbf W\times\mathbf p$ because a radial field has no curl. The bracket is $-i\nabla\cdot\mathbf W-2i\boldsymbol\sigma\cdot(\mathbf W\times\mathbf p)$, and the product equals
$$p^2+w^2+\nabla\cdot\mathbf W+\frac{2w}{r}\boldsymbol\sigma\cdot\mathbf L .$$
For $w=a\alpha/2mr^2$ the divergence is a delta function at the origin, where P functions vanish, and $w^2/2m$ is spin-free and of order $a^2m\alpha^6$. The last term divided by $2m$ is $(a\alpha/m^2r^3)\,\mathbf L\cdot\mathbf s$. Added to (b), the coefficient of $(\alpha/r^3)\mathbf L\cdot\mathbf s$ is
$$\frac{1+2a}{2m^2}=\frac{g-1}{2m^2}.$$
The moment grows by the factor $1+a$ but the interval by $1+2a$, because the coupling goes as $g-1$. With $2a=0.00231930$, $\nu_0(1+2a)=10.974678$ GHz, the last digit again from unrounded constants.

## Part (d)

*Let the proton move. Working in the centre-of-mass frame to first order in its velocity, find the complete spin-orbit operator and $\Delta E$ at order $m\alpha^4$. Interpret the terms.*

**Answer.** The electron has momentum $\mathbf p$, the proton $-\mathbf p$ and velocity $\mathbf u=-\mathbf p/M$; $\mathbf r$ points from proton to electron and $\mathbf L=\mathbf r\times\mathbf p$. The kinetic energies add to $p^2/2\mu$, so the radial function is that of (b) with the reduced mass. The operator of (c) came from the electron's Dirac equation and contains the electron's own mass and momentum; it keeps $1/m^2$.

The moving proton also carries a current. To first order in $\mathbf u$ its vector potential is $\mathbf A=\mathbf u\phi$, so $q\mathbf A=-\alpha\mathbf u/r$. With $\nabla\times(f\mathbf u)=\nabla f\times\mathbf u$ and $\nabla(1/r)=-\mathbf r/r^3$,
$$q\mathbf B=\frac{\alpha\,\mathbf r\times\mathbf u}{r^3}=-\frac{\alpha\mathbf L}{Mr^3}.$$
The proton has been treated as a classical source and $\mathbf u$ then made an operator; no ordering question arises, since $\mathbf L$ commutes with $r$. The orbital terms from $\pi^2$ are spin-free and cancel in $\Delta E$. Retardation changes the fields by higher powers of the velocities, which are of order $\alpha$. The moment of (c) in this field adds $+g\alpha\,\mathbf L\cdot\mathbf s/2mMr^3$, so
$$H_{so}=\frac{\alpha}{r^3}\left[\frac{g-1}{2m^2}+\frac{g}{2mM}\right]\mathbf L\cdot\mathbf s=\frac{\alpha}{r^3}\left[\frac{g}{2m\mu}-\frac1{2m^2}\right]\mathbf L\cdot\mathbf s ,$$
where $1/\mu=1/m+1/M$. The second form has a direct reading. The velocity of the electron relative to the proton is $\mathbf p/\mu$, so in its rest frame it sees $q\mathbf B'=-(\mathbf p/\mu)\times q\mathbf E=-\alpha\mathbf L/\mu r^3$, which gives the term $g/2m\mu$. The remainder is independent of $g$ and so kinematic; it is the Thomas precession. On a circular orbit with $v=p/m$, $\omega=p/\mu r$ and $p^2/\mu=\alpha/r$, its rate $-\alpha L/2m^2r^3$ equals $-v^2\omega/2$, which involves the electron's own speed.

The bracket is $[1+2a+2(1+a)x]/2m^2$. Multiplying by $\alpha\cdot\tfrac32\cdot(\mu\alpha)^3/24$,
$$\Delta E=\frac{m\alpha^4}{32}\left(\frac\mu m\right)^3\left[1+2a+2(1+a)x\right].$$
Split the bracket as $(1+2x)+2a(1+x)$, use $1+2x=(1+x)^2-x^2$, $\mu/m=1/(1+x)$ and $\mu/M=x/(1+x)$:
$$\Delta E=\frac{m\alpha^4}{32}\left\{\frac\mu m\left[1-\left(\frac\mu M\right)^2\right]+2a\left(\frac\mu m\right)^2\right\}.$$
To first order in $x$ and for $a=0$, the factor $1-3x$ from the larger orbit and $1+2x$ from the proton's magnetic field combine to $1-x\approx\mu/m$. For $x\to0$ the result of (c) returns. When $x$ approaches one, the partner's spin couples with a strength comparable to the electron's, $j=l\pm\tfrac12$ no longer labels the levels, and the formula applies only to a spinless partner.

## Part (e)

*Evaluate the interval for hydrogen. Find the error made if recoil is represented only by the factor $(\mu/m)^3$ from $\langle r^{-3}\rangle$.*

**Answer.** From $x$: $\mu/m=0.99945568$, $(\mu/m)^2=0.99891166$, $(\mu/m)^3=0.99836793$, $(\mu/M)^2=2.963\times10^{-7}$.

In the first form, $2(1+a)x=1.090497\times10^{-3}$, the bracket is $1.00340980$, and $1.00340980\times0.99836793=1.00177216$.

In the second form, the recoil factor is $0.99945568\,(1-2.963\times10^{-7})=0.99945538$, a shift of $-0.005963$ GHz from $\nu_0$. The anomaly term is $0.00231930\times0.99891166=0.00231678$, a shift of $+0.025367$ GHz. Then
$$\Delta E/h=10.949284-0.005963+0.025367=10.968688\ \text{GHz},$$
that is 10.969 GHz, or 45.36 μeV, or 0.3659 cm⁻¹. The six decimals serve the arithmetic only. Replacing $a$ by its one-loop value $\alpha/2\pi=0.00116141$, taken here without derivation, gives 10.968726 GHz, which rounds the same way.

The factor $(\mu/m)^3$ alone gives $10.974678\times0.99836793=10.956767$ GHz. This is low by 0.011921 GHz, about $1.1\times10^{-3}$ of the order-$\alpha^4$ result, and the deficit is the dropped magnetic term $\nu_0(\mu/m)^3\,2(1+a)x$.

## Part (f)

*Add the $m\alpha^6$ term of (a), estimate what is still missing, and state how many digits are reliable.*

**Answer.** The sum is $10.968688+0.000364=10.969052$ GHz. The omitted terms are estimated by power counting with unit coefficients; these are scales, neither values nor bounds.

The $5\alpha^2/8$ term was found for $a=0$, $x=0$. Multiplying its 0.0003644 GHz by $2a$ or by $x$ gives $8.5\times10^{-7}$ and $2.0\times10^{-7}$ GHz.

The anomaly describes the radiative correction at zero momentum transfer. In the atom the transfer is of order $m\alpha$, which suggests a relative correction $(\alpha/\pi)\alpha^2$. Allowing, without derivation, a logarithm for virtual photon energies between $m\alpha^2$ and $m$ gives $(\alpha/\pi)\alpha^2\ln(\alpha^{-2})\,\nu_0=1.3\times10^{-5}$ GHz.

The proton moment scales as $1/M$, so hyperfine matrix elements scale as $x\nu_0$. Their first-order effect averages to zero in the centroid, because an operator linear in the proton spin has zero trace. In second order they mix the two levels and shift them by about $(x\nu_0)^2/\nu_0=x^2\nu_0=3.2\times10^{-6}$ GHz, times the squared proton $g$-factor and angular coefficients. The factor $g_p^2\approx31$ is offset by small angular coefficients. Quoted here without derivation, the point-dipole hyperfine operator connects only the two $F=1$ levels, with matrix element $(\sqrt2/9)\,g_px\nu_0\approx5.2\times10^{-3}$ GHz. Each level moves by its square over $\nu_0$, about $2.5\times10^{-6}$ GHz, and the centroid weights $\tfrac34$ and $\tfrac38$ widen the interval by $g_p^2x^2\nu_0/36\approx2.8\times10^{-6}$ GHz. The radiative logarithm is therefore the largest of the estimates. The $(\mu/M)^2$ term of (d) is also of order $x^2\nu_0$, so keeping it adds no accuracy.

The omitted terms are estimated at about $1\times10^{-5}$ GHz, and the sum lies only $2\times10^{-6}$ GHz above 10.96905, so the rounding of the fourth decimal is not secured. The sum 10.969052 GHz lies more than $4\times10^{-4}$ GHz from either rounding boundary, so 10.969 GHz is unaffected by terms of the sizes estimated.

Numerical values quoted here were computed with a short program.
